# Collapse of a Hollow Single-Element Nanoshell by Vacancy Diffusion

## An isolated cavity

Consider a spherical cavity of radius $a$ in a very large crystal of one element. The cavity is empty, and its surface energy per unit area, $\gamma$, is isotropic. The surface lowers its energy by shrinking, and it can do so by emitting vacancies into the crystal. One emitted vacancy means that one atom has moved from the crystal to the cavity wall. The cavity volume then falls by the atomic volume $\Omega$:

$$4\pi a^2\,\delta a=-\Omega,\qquad \gamma\,\delta(4\pi a^2)=8\pi\gamma a\,\delta a=-\frac{2\gamma\Omega}{a}. \tag{1}$$

The energy of forming a vacancy is therefore lower by $2\gamma\Omega/a$ than at a flat surface. Let $c_0$ be the equilibrium vacancy fraction of lattice sites beside a flat surface. For dilute vacancies, the Boltzmann factor gives the fraction beside the cavity,

$$c_a=c_0e^{\beta/a},\qquad \beta=\frac{2\gamma\Omega}{kT}. \tag{2}$$

This is the Gibbs-Thomson relation, and $\beta$ is a length. The algebra is in atomic units, with $kT$ an energy; the numerical example uses nm, eV, K and s.

Far away the vacancy fraction is $c_0$. In a steady state the fraction obeys Laplace's equation, so $c=c_0+(c_a-c_0)a/r$, and its slope at the wall is $-(c_a-c_0)/a$. With vacancy diffusivity $D_v$, the outward number flux of vacancies at the wall is $D_v(c_a-c_0)/(a\Omega)$. Each vacancy removes a volume $\Omega$ from the cavity, so

$$\frac{da}{dt}=-\frac{D_v(c_a-c_0)}{a}\simeq-\frac{D\beta}{a^2},\qquad D=D_vc_0. \tag{3}$$

The last form uses $e^{\beta/a}-1\simeq\beta/a$, valid for $\beta\ll a$. Here $D$ is the self-diffusivity without the correlation factor; a tracer diffusivity is $D$ times that factor. Since $a^2da=-D\beta\,dt$, integration from $a_0$ to zero gives

$$t_c=\frac{a_0^3}{3D\beta}. \tag{4}$$

One power of size comes from the capillary driving force, one from the diffusion distance, and one from the distance the wall must travel.

## The shell and its two surfaces

Now let the solid be a shell with inner radius $a$ and outer radius $b$. The shell is a single crystal, its surfaces stay spherical and concentric, and vacancies are created and destroyed at these surfaces alone. Both surfaces are in local equilibrium with the adjacent crystal.

At the outer surface the sign of the curvature effect reverses. An atom taken from the interior and placed outside increases the enclosed volume by $\Omega$, so $4\pi b^2\delta b=\Omega$ and the surface energy rises by $8\pi\gamma b\,\delta b=2\gamma\Omega/b$. Vacancies there cost more, and

$$c_a=c_0e^{\beta/a},\qquad c_b=c_0e^{-\beta/b}. \tag{5}$$

Vacancies thus flow outward from the cavity, and atoms flow inward. When one vacancy crosses the shell, the surface energy falls by $2\gamma\Omega(1/a+1/b)$: both surfaces drive the collapse.

The steady spherical solution is $c(r)=A+B/r$. Subtracting its two boundary values gives

$$c_a-c_b=B\left(\frac1a-\frac1b\right),\qquad B=\frac{ab(c_a-c_b)}{b-a}. \tag{6}$$

The outward vacancy flux is $-(D_v/\Omega)\,dc/dr=D_vB/(\Omega r^2)$. Multiplication by $4\pi r^2$ gives a total current independent of $r$:

$$I=\frac{4\pi D_v}{\Omega}\,\frac{ab(c_a-c_b)}{b-a}. \tag{7}$$

The cavity loses a volume $\Omega I$ per unit time. The outer surface absorbs the same current, which means that it loses atoms at the rate $I$ and recedes. Hence

$$4\pi a^2\frac{da}{dt}=4\pi b^2\frac{db}{dt}=-\Omega I. \tag{8}$$

The first equality says that $b^3-a^3$ is constant. Define

$$R^3=b^3-a^3. \tag{9}$$

When $a$ reaches zero, $b=R$: this is the radius of the final solid sphere. Inserting (5) and (7) into (8) and dividing by $4\pi a^2$ gives

$$\frac{da}{dt}=-\frac{Db}{a(b-a)}\left(e^{\beta/a}-e^{-\beta/b}\right). \tag{10}$$

Two approximations enter here. The vacancy profile is taken as steady although the surfaces move, and the few atoms missing from the crystal are neglected in the volume balance. Both are good because $c_0$ is small. The profile relaxes in a time of order $(b-a)^2/(\pi^2D_v)$, whereas the surfaces move at a rate proportional to $D_vc_0$.

This was tested by solving the time-dependent diffusion equation with two moving surfaces, starting from a uniform fraction $c_0$. Atom balance then reads $(1-c_a)\,da/dt=D_v\,\partial c/\partial r$ at $r=a$, with the corresponding condition at $b$. In units of the initial outer radius, the cavity shrank from 0.5 to 0.25 with $\beta=0.1$. Relative to (10), the time was shorter by about 0.5% for $c_0=0.004$ and by about 0.13% for $c_0=0.001$. Reducing $c_0$ by a factor of four thus reduces the error by about the same factor, as expected of a first-order error.

## The cube law

When $\beta\ll a$, the exponentials in (10) can be linearized:

$$e^{\beta/a}-e^{-\beta/b}\simeq\beta\left(\frac1a+\frac1b\right)=\beta\,\frac{a+b}{ab}. \tag{11}$$

The factor $b$ cancels, leaving

$$\frac{da}{dt}=-D\beta\,\frac{a+b}{a^2(b-a)}. \tag{12}$$

Multiply all lengths by $\lambda$, keeping $D$ and $\beta$ fixed. The right side is multiplied by $\lambda^{-2}$, while $a$ on the left is multiplied by $\lambda$. The equation keeps its form if time is multiplied by $\lambda^3$. This is the cube law. Temperature must be fixed because it sets $D$ and $\beta$. The shells compared must share the same initial ratio $s=a_0/b_0$; the ratio itself changes during collapse.

To find the coefficient, separate variables in (12):

$$t_c=\frac1{D\beta}\int_0^{a_0}a^2\,\frac{b-a}{b+a}\,da. \tag{13}$$

Along the path $b=(R^3+a^3)^{1/3}$, which puts a cube root in the integrand. The ratio $u=a/b$ removes it. From (9), $b^3(1-u^3)=R^3$, and therefore

$$a^3=\frac{R^3u^3}{1-u^3},\qquad a^2da=\frac13d(a^3)=\frac{R^3u^2}{(1-u^3)^2}\,du. \tag{14}$$

Also $(b-a)/(b+a)=(1-u)/(1+u)$. Write $q=1+u+u^2$, so that $1-u^3=(1-u)q$. One factor $1-u$ cancels, and

$$t_c=\frac{R^3}{D\beta}G(s),\qquad G(s)=\int_0^s\frac{u^2\,du}{(1-u^2)q^2}. \tag{15}$$

The integrand is now rational. Its partial fractions have the form

$$\frac{u^2}{(1-u^2)q^2}=\frac{A_1}{1-u}+\frac{A_2}{1+u}+\frac{A_3u+A_4}{q}+\frac{A_5u+A_6}{q^2}. \tag{16}$$

Multiplying by $1-u$ and setting $u=1$, where $q=3$, gives $A_1=1/18$. Multiplying by $1+u$ and setting $u=-1$, where $q=1$, gives $A_2=1/2$.

For the last term, multiply by $q^2$ and evaluate at a root of $q=0$. There $u^2=-1-u$, so $1-u^2=2+u$ and

$$A_5u+A_6=-\frac{1+u}{2+u}.$$

At the same root $(2+u)(1-u)=2-u-u^2=3$, hence $1/(2+u)=(1-u)/3$. The right side becomes $-(1-u^2)/3=-(u+2)/3$. Since this holds at both roots, $A_5=-1/3$ and $A_6=-2/3$.

At $u=0$ the left side of (16) vanishes, so $A_4=2/3-1/18-1/2=1/9$. For large $u$ the coefficient of $1/u$ must vanish: $-A_1+A_2+A_3=0$, so $A_3=-4/9$.

The two terms with $q$ can be integrated after a small rearrangement. First,

$$\frac{1-4u}{9q}=-\frac29\,\frac{2u+1}{q}+\frac1{3q}, \tag{17}$$

where $2u+1=dq/du$. Second,

$$\frac{d}{du}\frac uq=\frac{q-u(2u+1)}{q^2}=\frac{1-u^2}{q^2}=\frac{u+2}{q^2}-\frac1q, \tag{18}$$

because $1-u^2=(u+2)-q$. Therefore

$$-\frac{u+2}{3q^2}=-\frac13\frac{d}{du}\frac uq-\frac1{3q}. \tag{19}$$

The terms $\pm1/(3q)$ in (17) and (19) cancel, so no arctangent survives. Integrating from zero to $s$ gives

$$G(s)=\frac12\ln(1+s)-\frac1{18}\ln(1-s)-\frac29\ln(1+s+s^2)-\frac{s}{3(1+s+s^2)}. \tag{20}$$

Direct quadrature of (13) for $s=0.1$, 0.5, 0.8 and 0.95 agrees with (20) to better than one part in $10^7$. If the integral in (15) stops at an intermediate ratio $s'$, the elapsed time is $R^3[G(s)-G(s')]/(D\beta)$.

## Small cavities and thin shells

For small $u$ the integrand in (15) is $u^2(1-2u+\dots)$, so $G=s^3/3-s^4/2+\dots$. Since $R^3=a_0^3(1-s^3)/s^3$,

$$t_c=\frac{a_0^3}{3D\beta}\left(1-\frac{3s}{2}+\dots\right). \tag{21}$$

The leading term is the isolated-cavity result (4). The correction is negative because a nearby outer surface shortens the diffusion path and adds its own driving force.

In the opposite limit let $\delta=1-s\ll1$. Then $R^3\simeq3\delta b_0^3$. Setting $s=1$ in the regular terms of (20) gives

$$G\simeq\frac1{18}\ln\frac1\delta+\frac12\ln2-\frac29\ln3-\frac19,$$

and hence

$$t_c\simeq\frac{b_0^3}{D\beta}\,\frac\delta6\left[\ln\frac1\delta+9\ln2-4\ln3-2\right]. \tag{22}$$

The logarithm has a simple origin. While the shell remains thin, its thickness is $b-a\simeq R^3/(3a^2)$, and (12) becomes

$$\frac{da}{dt}\simeq-D\beta\,\frac{2a}{a^2}\,\frac{3a^2}{R^3}=-\frac{6D\beta}{R^3}\,a. \tag{23}$$

The radius decays exponentially until it is comparable with $R\simeq(3\delta)^{1/3}b_0$. The driving force grows as $1/a$, but the wall thickens as $1/a^2$, so the speed of the surface falls in proportion to $a$. The time needed is approximately $(R^3/6D\beta)\ln(b_0/R)$, whose leading part is the logarithmic term in (22).

At fixed outer radius the lifetime vanishes in both limits, so it has a maximum between them. In the cube law it lies at $s=0.800$, where $t_cD\beta/b_0^3=0.03699$, against 0.01894 at $s=0.5$. At fixed amount of material the comparison is different: $R$ is then constant, and $G$ increases with $s$ because its integrand is positive. The larger cavity takes longer to close.

## Departure from the cube law

The full rate (10) contains $\beta$ as a second length. Writing $a=Rx$ and $b=Ry$ shows that the collapse time has the form $R^3/(D\beta)$ times a function of both $s$ and $\beta/R$. At fixed temperature, $\beta/R$ changes with size, so the cube law is a large-size limit.

The sign of the departure can be shown without a small parameter. Put $p=\beta/a$ and $v=\beta/b$, with $p>v>0$. Then

$$e^p-e^{-v}-(p+v)=(e^p-1-p)-(e^{-v}-1+v)>\frac{p^2}{2}-\frac{v^2}{2}>0. \tag{24}$$

The first bracket exceeds $p^2/2$, and the second is less than $v^2/2$. The full law is therefore faster than the linearized law at every cavity radius.

For the leading correction, expand to second order:

$$e^p-e^{-v}=(p+v)+\frac{p^2-v^2}{2}+\dots=(p+v)\left[1+\frac{p-v}{2}+\dots\right]. \tag{25}$$

The time integrand contains the inverse of this rate, so it acquires the factor $1-(p-v)/2$. Using (14),

$$p-v=\frac{\beta(1-u)}{a}=\frac{\beta}{R}\,\frac{(1-u)(1-u^3)^{1/3}}{u}. \tag{26}$$

Multiplication by the unsimplified integrand $u^2(1-u)/[(1+u)(1-u^3)^2]$ yields

$$t_c=\frac{R^3}{D\beta}\left[G(s)-\frac{\beta}{2R}H(s)+\dots\right],\quad H(s)=\int_0^s\frac{u(1-u)^2\,du}{(1+u)(1-u^3)^{5/3}}. \tag{27}$$

The expansion of the rate fails when $a$ is comparable with $\beta$, but that last interval takes a time of order $\beta^3/(D\beta)$. It is smaller than the leading term by a factor of order $(\beta/R)^3$ at fixed $s$, and does not affect the correction shown.

The local size exponent is the derivative of $\ln t_c$ with respect to $\ln R$ at fixed $s$ and $T$. The prefactor contributes 3. Differentiating the logarithm of the bracket contributes $\beta H/(2RG)$ to first order, so

$$n=3+\frac{\beta H(s)}{2RG(s)}+\dots. \tag{28}$$

## A tungsten shell at 2000 K

Take $a_0=30$ nm and $b_0=60$ nm. The material parameters are inputs chosen to be roughly typical of tungsten, not precise measured values: $\gamma=19$ eV/nm², a lattice parameter of 0.316 nm, a vacancy formation energy of 3.6 eV and a migration energy of 1.8 eV. The diffusion prefactor is $10^{13}$ nm²/s. The bcc cell holds two atoms, so $\Omega=0.316^3/2=0.01578$ nm³. With $kT=0.1723$ eV,

$$\beta=\frac{2(19)(0.01578)}{0.1723}=3.48\ \text{nm},\qquad D=10^{13}e^{-5.4/0.1723}=0.247\ \text{nm}^2/\text{s}.$$

The vacancy fraction is initially $1.123c_0$ at the inner surface and $0.944c_0$ at the outer one. A canonical sum over the number of vacancies, using the actual change in surface area, gives the same ratios to these digits.

The final radius is $R=(60^3-30^3)^{1/3}=57.39$ nm, or 573.9 angstrom. The outer radius thus shrinks by 4.4%. With $G(0.5)=0.021644$, the cube law gives

$$t_c=\frac{189000\times0.021644}{0.2469\times3.479}=4.76\times10^3\ \text{s}.$$

An isolated cavity of the same size would take $27000/(3\times0.859)=1.05\times10^4$ s by (4). The outer surface shortens the time by a factor of 2.2.

Here $\beta/R=0.0606$ and $H=0.04765$. The relative correction in (27) is $-0.0606\times0.04765/(2\times0.021644)=-0.067$, giving 4444 s. Integration of the full law gives 4449 s, or 1.24 h. These digits compare formulas; the material parameters do not justify such precision.

The cavity reaches 20 nm after 2802 s and 10 nm after 4215 s. The final 10 nm takes 234 s, about 5% of the total. Less than $10^{-5}$ of the time is spent below 1 nm, where a continuous surface is no longer a sound description, so that failure hardly affects the total.

At $s=0.5$ and 2000 K, the size dependence is:

| Outer radius (nm) | Full time / cube law | Local exponent |
|---:|---:|---:|
| 15 | 0.75 | 3.30 |
| 30 | 0.87 | 3.14 |
| 60 | 0.93 | 3.07 |
| 240 | 0.98 | 3.02 |

Equation (28) gives 3.07 for the 60 nm shell. Doubling its dimensions multiplies the full collapse time by 8.28 instead of 8.

Temperature has a much stronger effect. For the same initial shell, the full time is $8.8\times10^6$ s at 1600 K, about 102 days, and 285 s at 2200 K. The cause is mainly the exponential in $D$. At 2000 K, an error of 0.1 eV in the activation energy changes the time by a factor of 1.8.

## What a real shell changes

The example assumed a single crystal, but a real metal shell may be polycrystalline. Suppose columnar grains of square cross-section, side $d$, span the wall, with boundaries of width $w$. The boundaries occupy an area fraction of about $2w/d$. If they conduct in parallel with the crystal, the transport increases by

$$1+\frac{2w}{d}\,\frac{D_{\rm gb}}{D}. \tag{29}$$

For $w=0.5$ nm, $d=30$ nm, equal prefactors and a rough boundary activation energy of 3.9 eV, this factor is about 200. With $d$ treated as constant, the estimated collapse time falls from 1.24 h to about 22 s. Columns that span a spherical wall must widen outward, and equal prefactors are an assumption: tabulated boundary diffusion data for tungsten can give a factor more than ten times larger. The estimate shows that boundaries would dominate the transport, not by how much. The single-crystal assumption is therefore essential to the quoted time. If $d$ grows in proportion to the shell, the boundary term in (29) falls as $1/R$. While that term dominates, and $\beta\ll a$, the time grows as $R^4$; in still larger shells the crystal carries most of the current and the cube law returns. If $d$ is fixed, the cube law remains. Boundaries that also absorb vacancies require a different balance from (8).

Capillarity also compresses the crystal. In an isotropic elastic shell the radial stress is $A+B/r^3$, where $A$ is the mean stress. Taking the surface stress equal to $\gamma$, its values at $a$ and $b$ are $2\gamma/a$ and $-2\gamma/b$. Multiplying these conditions by $a^3$ and $b^3$ and subtracting gives

$$P=-A=\frac{2\gamma(a^2+b^2)}{b^3-a^3}. \tag{30}$$

Initially $P=0.905$ eV/nm³. This pressure is uniform, so to first order it changes $D$ by the same factor throughout the shell and leaves the ratio $c_a/c_b$ unchanged. If vacancy relaxation and migration together involve a volume of magnitude $0.3\Omega$, the pressure changes $D$ by about 2.5%. The shear part $B/r^3$ is not uniform: at the inner wall it equals $2\gamma/a+P$, initially 2.17 eV/nm³, and it grows as the cavity shrinks. The saddle point of a vacancy jump is not isotropic, so this shear also changes the diffusivity at first order, by an amount that depends on position and crystal direction. Near the inner wall it can be as large as the pressure effect or larger, so the total stress effect is best read as a few percent.

Evaporation, a trace of trapped gas and the vacancy transient matter even less for these inputs. A sublimation energy of 8.8 eV and an attempt rate of $10^{13}$ s⁻¹ give an evaporated thickness near $10^{-6}$ nm in vacuum. This simple rate leaves out the entropy gained on evaporation and can be too low by a factor of a hundred or more, but the loss remains negligible. Sealing the cavity at 1 Torr and 2000 K traps on average 0.55 molecules. A substantial amount of insoluble gas would instead build up pressure and could stop the collapse. With $c_0\simeq8.5\times10^{-10}$, estimated without formation entropy, the vacancy profile relaxes in about $3\times10^{-7}$ s, far less than the collapse time. The shell has about $5\times10^7$ lattice sites and so holds only about 0.04 vacancies on average: the profile is a mean over time, not a picture of the shell at one instant.

The model also excludes pinholes, which would let atoms travel between the two surfaces by surface diffusion, and strong faceting, for which a single radius no longer fixes the vacancy fraction. The spherical, concentric shape is itself an assumption. Where the wall is thinner, the diffusion path is shorter and both surfaces move inward faster. Uneven thickness can therefore distort a thin shell unless surface diffusion restores its shape. The numerical output following this section lists the main values used here.

## Computed results

```
TUNGSTEN SHELL, rough typical parameters
lattice parameter 0.316 nm, atomic volume 0.01578 nm^3
surface energy 19.0 eV/nm^2
vacancy formation 3.6 eV, migration 1.8 eV
diffusion prefactor 1.0e+13 nm^2/s
temperature 2000 K, kT 0.1723 eV
D 0.2469 nm^2/s, beta 3.479 nm
inner radius 30.0 nm, outer radius 60.0 nm, s 0.50
final solid radius R 57.388 nm = 573.88 angstrom
vacancy ratio c/c0: inner 1.1229, outer 0.9437
same from canonical sum: 1.1229, 0.9437
G(s) 0.021644, H(s) 0.047649, beta/R 0.0606
collapse time, cube law 4762 s
collapse time, first correction 4444 s
collapse time, full law 4449 s = 1.24 h
PATH (full law): inner nm, outer nm, elapsed s
   30.0  60.000        0
   25.0  58.928     1558
   20.0  58.186     2802
   10.0  57.489     4215
    5.0  57.401     4424
SIZE at s=0.5: outer nm, full s, full/cube law, local exponent
     15        55.9  0.7517  3.3028
     30       518.4  0.8709  3.1428
     60      4449.1  0.9343  3.0691
    120     36833.9  0.9669  3.0340
    240    299696.7  0.9834  3.0168
TEMPERATURE, 30/60 nm shell: K, full-law time s
   1600 8.824e+06
   1800 1.292e+05
   2000 4.449e+03
   2200 2.853e+02
longest-lived s at fixed outer radius (cube law) 0.800
its time over b^3/(D beta) 0.03699; at s=0.5 0.01894
MOVING-SURFACE TEST: relative time error
  c0=0.004: -0.00501; c0=0.001: -0.00126
NEGLECTED EFFECTS, rough inputs
boundary energy 3.9 eV, width 0.5 nm, grain 30 nm
speed-up by grain boundaries 202 times
capillary pressure in shell 0.905 eV/nm^3
its effect on D, for 0.3 atomic volume 2.5 %
time factor per 0.1 eV activation error 1.79
sublimation energy 8.8 eV, attempt rate 1e+13 1/s
thickness evaporated during collapse 7.5e-07 nm
gas molecules in cavity at 1 Torr 0.55
flat-surface vacancy fraction 8.5e-10
vacancy transient 3.1e-07 s
share of time spent below 1 nm inner radius 4.6e-06
```
